Finding a charge neutrality level from two Schottky barriers

**Question**

I am stuck on a contact problem. A semiconductor has electron affinity 4.2 eV. A metal of work function 4.3 eV makes an electron barrier of 0.20 eV on it, and a metal of work function 5.3 eV makes a barrier of 0.30 eV. I am asked for the charge neutrality level of the interface states, measured from vacuum.

The barriers hardly depend on the metal, so I assumed that the Fermi level sits at the neutrality level. Affinity plus barrier then gives 4.40 eV below vacuum with the first metal and 4.50 eV with the second. Both cannot be right. Should I average them? And would the answer mean anything for a real contact, say on a few layers of MoS₂?

**Answer**

Do not average. Your two numbers are the positions of the Fermi level at the two interfaces. Neither need be the neutrality level, because the interface states need some net charge to hold the Fermi level against the metal's pull. With the work functions and the affinity, the two barriers give the ratio of the two charges, and so the level at which the charge would vanish.

**Conventions and model**

Write Φ for a metal work function, χ for the affinity and P for the depth of the neutrality level. All three are positive depths below the vacuum level just outside the material concerned. The barrier φ is the conduction band edge at the interface minus the metal's Fermi level.

Between metal and semiconductor there is a gap of atomic thickness δ and relative permittivity κ. The semiconductor side carries interface states with a constant density D per area and energy. They are neutral when filled up to the neutrality level and empty above it. I take D, δ and κ to be the same for both metals, and leave out for now any other charge in the semiconductor.

**The energy diagram**

Put the zero of energy at the common Fermi level. The vacuum level outside the metal is then at Φ. Crossing the gap, an electron's energy changes by Δ, counted positive if it rises towards the semiconductor. The semiconductor's vacuum level is at Φ + Δ, and its conduction edge lies χ lower:

φ = Φ − χ + Δ. (1)

Without an interface dipole, Δ = 0 and φ = Φ − χ. This unpinned rule would give barriers of 0.10 and 1.10 eV. The given barriers therefore require

Δ₁ = 0.20 − 0.10 = +0.10 eV,
Δ₂ = 0.30 − 1.10 = −0.80 eV.

**The charge that makes the dipole**

The neutrality level lies P − χ below the conduction edge, so its energy is φ − (P − χ). The Fermi level, at zero, is above it by

x = P − χ − φ. (2)

The states between the two levels hold an excess of electrons per area

N = Dx = D(P − χ − φ). (3)

This holds at finite temperature too if D is constant over many kT around both levels: thermal excitation then empties as many states below the Fermi level as it fills above.

Excess electrons on the semiconductor side leave an equal positive charge on the metal. The field between them pulls an electron back towards the metal, so its energy rises on the way to the semiconductor. Gauss's law gives a force e²N/(κε₀), and over the distance δ

Δ = e²δN/(κε₀) = a(P − χ − φ), with a = e²δD/(κε₀). (4)

Insert this in (1) and collect the terms in φ:

φ = Φ − χ + a(P − χ) − aφ,
(1 + a)φ = (Φ − χ) + a(P − χ).

Divide by 1 + a and define S = 1/(1 + a). Since a/(1 + a) = 1 − S,

φ = S(Φ − χ) + (1 − S)(P − χ). (5)

The barrier is a weighted mean of the unpinned barrier and the depth of the neutrality level below the conduction edge.

**Solving for the level**

Subtract (5) for the first metal from (5) for the second. The terms with χ and P cancel:

φ₂ − φ₁ = S(Φ₂ − Φ₁),
S = (0.30 − 0.20)/(5.3 − 4.3) = 0.10.

Now multiply out (5) for the first metal. The two terms in χ add up to −Sχ − (1 − S)χ = −χ, so

φ₁ = SΦ₁ + (1 − S)P − χ,

P = (φ₁ + χ − SΦ₁)/(1 − S). (6)

With the numbers,

P = (0.20 + 4.20 − 0.43)/0.90 = 3.97/0.90 = 4.41 eV.

The neutrality level is 4.41 eV below vacuum, or 0.21 eV below the conduction edge. The second metal gives the same: (0.30 + 4.20 − 0.53)/0.90 = 3.97/0.90. That agreement checks the arithmetic but not the model, since two data have fixed two unknowns. A third metal would test it: for Φ = 4.8 eV, (5) predicts a barrier of 0.25 eV.

**Why the answer is close to your first number**

By (2), the Fermi level is 0.011 eV above neutrality with the first metal and 0.089 eV below it with the second. These distances are in the ratio 1:8, as are the dipole steps of +0.10 and −0.80 eV, because the step is proportional to the charge. You could have solved the problem this way: the neutrality level divides the interval from 4.40 to 4.50 eV in the ratio 1:8.

A metal with Φ = P would need no dipole at all. Its barrier would be P − χ = 0.21 eV by either rule. On a graph of φ against Φ, the neutrality level is where the line through the data crosses the unpinned line φ = Φ − χ.

Two limits show what the data can tell you. For S → 0, (6) becomes P = χ + φ, your assumption, and all metals give the same barrier. For S → 1, the denominator vanishes: the two lines become parallel, the states carry too little charge to matter, and the barriers no longer reveal the level.

**What the slope says about the states**

From S = 0.10 we get a = 1/S − 1 = 9. Dividing out the gap needs values for it; take δ = 0.3 nm and κ = 1, a rough choice for a van der Waals gap. Then

D = 9κε₀/(e²δ) = 1.7 × 10¹⁴ cm⁻² eV⁻¹.

The excess is 1.8 × 10¹² electrons per cm² with the first metal, and a deficit of 1.5 × 10¹³ per cm² with the second. Only the ratio δ/κ enters a, so half the gap thickness would mean twice the density. The value of P does not depend on this choice.

**How errors enter**

Write (6) as (1 − S)P = φ₁ + χ − SΦ₁ and vary every quantity, remembering that S depends on the data:

(1 − S)dP = dφ₁ + dχ − S dΦ₁ + (P − Φ₁)dS,

dS = [dφ₂ − dφ₁ − S(dΦ₂ − dΦ₁)]/(Φ₂ − Φ₁).

With t = (P − Φ₁)/(Φ₂ − Φ₁) = 0.11, this becomes

(1 − S)dP = (1 − t)dφ₁ + t dφ₂ + dχ − S(1 − t)dΦ₁ − St dΦ₂. (7)

An error in the first barrier therefore enters P with the factor 0.99, one in the second with 0.12, and one in the affinity with 1.11. The first metal counts more because its work function is nearer to P. For independent errors of 0.05 eV in each barrier and 0.1 eV in χ and in each work function, adding the contributions in quadrature gives 0.12 eV, most of it from χ. If you quote the level from the conduction edge instead, the factor for χ drops to 1.11 − 1 = 0.11.

**What a real contact adds**

Your numbers are in the rough range of evaporated metals on few-layer MoS₂, where the affinity is about 4 eV and the barriers depend weakly on the metal. The model needs the barrier at the interface itself, whereas a measurement from the temperature dependence of the current can see a barrier reduced by the field in the semiconductor, unless it is evaluated at flat band. To size this, take a 6 nm film with 10¹² donors per cm², relative permittivity 7, an electron mass of 0.5 free masses and 300 K, all rough values.

First, is the film depleted under the contact? With two valleys and one subband, the density of states per area is 2m/(πħ²), and filling it with 10¹² electrons per cm² puts the Fermi level of the undepleted film 0.060 eV below the conduction edge. The electrons are therefore non-degenerate, though not by a wide margin. The first contact can bend the bands by 0.20 − 0.060 = 0.14 eV. Emptying uniformly spread donors takes half the film thickness times the largest field, which is 0.078 eV. The film is thus almost fully depleted under both metals, without a gate or applied voltage. Two valleys is the monolayer count; in a film this thick the conduction minimum of MoS₂ lies in six valleys. That would put the Fermi level 0.090 eV below the edge and leave 0.11 eV of bending, still enough to remove about 90 percent of the electrons under the first metal. With ε = 7ε₀ and N_d the donor density per area, the largest force on an electron is

F = e²N_d/ε, which corresponds to 0.26 MV/cm.

*Image force.* An electron at distance x from the metal is attracted by its image. Relative to the interface band edge, its energy is

U(x) = −Fx − e²/(16πεx).

Setting dU/dx = −F + e²/(16πεx²) = 0 gives x = √(e²/(16πεF)) = 1.4 nm. There the two terms are equal, so the barrier top is lowered by

2Fx = √(e²F/(4πε)) = 0.073 eV.

This treats the film as a thick dielectric with a constant field and the same permittivity in all directions, so it is an estimate. In a layered crystal the permittivity along the layers is usually larger than across them, which weakens the image force.

*Tunnelling.* Electrons also pass below the top of the barrier. At a depth w below the top of a triangular barrier, the WKB transmission is exp(−G), with

G = (2/ħ)∫√(2m(w − Fx)) dx = 4√(2m) w^(3/2)/(3ħF),

the integral running from x = 0 to w/F. Above the top I set the transmission to 1. If the current is proportional to the integral of exp(−E/kT) times the transmission, the slope of its logarithm against 1/kT is minus the mean energy of the transmitted electrons. Without tunnelling that mean is φ + kT, so the apparent barrier is reduced by φ + kT minus the actual mean. Numerical integration, down to the depth Fx reaches across the film, gives a reduction of 0.049 eV. Holding the field at its largest value throughout the film overstates the tunnelling within this model: with the field falling to zero across the depleted film, the reduction is 0.037 eV. The estimate also uses one mass for motion along and across the film. In a layered crystal the two can differ greatly, and only the mass across the layers enters G: if it is heavier than 0.5 free masses, tunnelling lowers the apparent barrier by less.

Suppose your 0.20 and 0.30 eV were such measured values. Both interface barriers would then be higher by the same amount b. The slope S would not change, and by (6) P would move deeper by b/(1 − S). That is 0.081 eV for the image force and 0.054 eV for tunnelling. The two must not be added, because the image force lowers and rounds the barrier through which electrons tunnel. Electrons crossing the film cannot lie below the band edge at its far side, which is 0.078 eV plus an image term of 0.009 eV below the interface edge, so b cannot exceed about 0.086 eV. Treating both effects in one barrier gives b = 0.076 eV for the depleted film, which moves the level from 4.41 to about 4.50 eV.

Three other omissions can be sized in the same way:

• The positive donor charge also acts across the gap. It adds −e²δN_d/(κε₀) to Δ, and elimination multiplies this by S, so each barrier falls by 0.005 eV. Correcting for it moves P deeper by 0.006 eV.

• Contact can lower a metal's work function by pushing back the electrons that spill from its surface. If both metals lose 0.5 eV, (6) moves P deeper by S × 0.5/(1 − S) = 0.056 eV. Unequal losses also change S, which must then be recalculated from the lowered work functions before using (6).

• The density of states may vary with energy. Let it be D[1 + s(E − E₀)], where E₀ is the neutrality level. At low temperature the charge is then proportional to x + sx²/2 instead of x. Requiring the charges to stay in the ratio of the dipole steps, and solving numerically for the level, shifts P by 0.0015 eV for s = ±3 per eV, a 30 percent change of density over 0.1 eV. At 300 K the thermal spread of the occupation adds sπ²(kT)²/6 to x + sx²/2, which raises the shift to about 0.005 eV.

The assumption I would trust least is that both metals make the same interface. A metal that reacts with the semiconductor can change D and the gap, and two barriers cannot reveal it. So for the exercise the answer is 4.41 eV. For a real contact with these rough values I would write 4.4 to 4.5 eV, depending on how the barriers were measured, about 0.06 eV deeper if push-back lowers both work functions by 0.5 eV, with a further uncertainty of about 0.1 eV from the inputs.
